# Proton concentration in hydrated yttrium-doped barium zirconate against temperature

**Question**

I want the equilibrium proton concentration in BaZrO$_3$ with 10 % of the Zr replaced by Y, in gas with a water pressure of 0.02 bar, from 500 to 1200 K. I was given a hydration enthalpy of $-80$ kJ/mol and a hydration entropy of $-90$ J/(mol K), both per mole of H$_2$O, with a standard pressure of 1 bar.

I wrote the mass-action law for water filling an oxygen vacancy. I then set the vacancy number to 0.05 per formula unit, because two Y are compensated by one vacancy, and the oxide-ion number to 3. At 600 K the equilibrium constant is 183.4, so I get

$$h=\sqrt{183.4\times0.02\times0.05\times3}=0.74$$

protons per formula unit. That is seven times the number of Y atoms, which cannot be right. What should I hold fixed, and what should I solve for? Does the Fermi level enter? And is the disorder of the protons already inside the given entropy?

**Answer**

The Y content is fixed, but the vacancy number is not. Each absorbed water molecule removes a vacancy, and your estimate lets protons form without using any up. The vacancy and oxide-ion numbers have to be found together with the proton number.

**Reaction and conventions**

Let $A$ be the number of Y per formula unit, all on Zr sites, where each has charge $-1$ relative to the perfect crystal. Let $h$, $v$ and $o$ be the numbers per formula unit of protons, oxygen vacancies and ordinary oxide ions. A proton is bound to an oxide ion, so it is counted as a hydroxide on an oxygen site, with relative charge $+1$. A vacancy has relative charge $+2$. The reaction is

$$\mathrm{H_2O(g)+V_O^{\bullet\bullet}+O_O^{\times}\rightleftharpoons 2\,OH_O^{\bullet}} .$$

The oxygen of the water fills the vacancy, and one of its protons moves to a neighbouring oxide ion.

The relative charge is $+2$ on both sides. In a defect formation energy the Fermi level $E_F$ appears as charge times $E_F$, so it contributes $2E_F-2E_F=0$ to the reaction energy. You therefore don't need its value here. I also neglect electrons and holes in the charge balance, an assumption I return to below.

**Mass action from the free energy**

Let $w$ be the number of water molecules absorbed per formula unit. The dry oxide has $A/2$ vacancies and $3-A/2$ oxide ions, so

$$h=2w,\qquad v=\frac A2-w,\qquad o=3-\frac A2-w .$$

Assume that the three species are distributed at random over the oxygen sites. For a large crystal, Stirling's formula gives the configurational entropy per mole of formula units as

$$S_{\rm conf}=R\,(3\ln3-h\ln h-v\ln v-o\ln o).$$

I take $\Delta H$ and $\Delta S$ as constants, with $\Delta S$ excluding this configurational part. That answers your last question: the disorder of the protons over the oxygen sites is supplied by the concentrations in the mass-action law, and adding it to $\Delta S$ would count it twice. The choice among O-H directions on a given oxide ion is different. It does not depend on the concentrations, so it belongs in $\Delta S$, as the vibrations do. For ideal vapour at pressure $p$, with $p_0=1$ bar, the free energy of gas plus solid is, up to a constant,

$$\frac{G}{RT}=w\left[\frac{\Delta H-T\Delta S}{RT}-\ln\frac p{p_0}\right]+h\ln h+v\ln v+o\ln o .$$

Now differentiate with respect to $w$, using $dh/dw=2$ and $dv/dw=do/dw=-1$. The constants from differentiating $x\ln x$ add to $2-1-1=0$. Equilibrium requires

$$\frac{\Delta H-T\Delta S}{RT}-\ln\frac p{p_0}+2\ln h-\ln v-\ln o=0,$$

which is

$$\frac{h^2}{v\,o}=\kappa,\qquad \kappa=K\frac p{p_0},\qquad K=\exp\left(\frac{\Delta S}{R}-\frac{\Delta H}{RT}\right).$$

The second derivative, $4/h+1/v+1/o$, is positive, so this is a minimum. The ratio has two concentrations above and two below, so dividing each by 3 to obtain site fractions leaves $K$ unchanged.

**The two balances and the solution**

Charge neutrality and the fixed number of oxygen sites give

$$h+2v=A\;\Rightarrow\; v=\frac{A-h}2,$$

$$h+v+o=3\;\Rightarrow\; o=3-h-\frac{A-h}2=\frac{6-A-h}2 .$$

Inserting both into the mass-action law,

$$\kappa=\frac{4h^2}{(A-h)(6-A-h)} .$$

For $0<A<3$ and $0<h<A$, the logarithm of the right side has the derivative

$$\frac2h+\frac1{A-h}+\frac1{6-A-h}>0 .$$

The right side therefore rises steadily from zero to infinity, and there is one physical solution for each $\kappa>0$. To find it, multiply out:

$$4h^2=\kappa\,[A(6-A)-6h+h^2].$$

Write $B=A(6-A)$, divide by $\kappa h^2$ and set $y=1/h$:

$$By^2-6y-\left(\frac4\kappa-1\right)=0,$$

$$y=\frac{3\pm\sqrt{9-B+4B/\kappa}}B .$$

Since $9-B=9-6A+A^2=(3-A)^2$, the plus sign gives

$$\boxed{h=\frac{A(6-A)}{3+\sqrt{(3-A)^2+4A(6-A)/\kappa}}}$$

The minus sign gives a negative $h$ for $\kappa<4$ and no finite $h$ at $\kappa=4$. For $\kappa>4$ the square root exceeds $3-A$, so $y<A/B=1/(6-A)$ and $h>6-A>A$, which would need a negative number of vacancies. The boxed form has no difficulty at $\kappa=4$.

**One temperature in full**

At 900 K, with $R=8.3145$ J/(mol K),

$$\ln K=-10.8245+10.6909=-0.1336,$$

so $K=0.8749$ and $\kappa=0.02\times0.8749=0.017498$.

With $A=0.10$, $B=0.10\times5.90=0.590$ and $(3-A)^2=8.410$. Also $4B/\kappa=134.871$. Hence

$$h=\frac{0.590}{3+\sqrt{8.410+134.871}}=\frac{0.590}{14.970}=0.0394 .$$

The balances give $v=0.0303$ and $o=2.930$. Putting the unrounded values back into $h^2/(vo)$ returns $0.017498$.

A cubic cell with an edge of roughly 0.42 nm holds one formula unit. The proton density is then

$$\frac{0.0394}{(0.42\times10^{-7}\,\mathrm{cm})^3}=5.3\times10^{20}\ \mathrm{cm^{-3}} .$$

The other temperatures follow in the same way:

| $T$ (K) | $K$ | $h$ per formula unit | $h/A$ |
|---:|---:|---:|---:|
| 500 | 4533 | 0.0999 | 0.999 |
| 600 | 183.4 | 0.0982 | 0.982 |
| 700 | 18.56 | 0.0862 | 0.862 |
| 800 | 3.329 | 0.0613 | 0.613 |
| 900 | 0.875 | 0.0394 | 0.394 |
| 1000 | 0.300 | 0.0256 | 0.256 |
| 1100 | 0.125 | 0.0174 | 0.174 |
| 1200 | 0.060 | 0.0125 | 0.125 |

At 600 K your 0.74 becomes 0.098, just below the Y content. The densities in cm$^{-3}$ are in the numerical output.

As a test of the mass-action step, the water content was also averaged over all its possible values on a finite lattice, with the number of arrangements counted by factorials. At 600, 900 and 1200 K the largest deviation from the boxed formula, relative to that formula, was $1.3\times10^{-4}$ for 20,000 formula units and $1.3\times10^{-5}$ for 200,000.

**The cold and hot limits**

For large $\kappa$, expand the square root:

$$\sqrt{(3-A)^2+\frac{4B}\kappa}\simeq(3-A)+\frac{2B}{\kappa(3-A)} .$$

The denominator of $h$ is then $6-A$ plus a small term, and to first order in $1/\kappa$

$$h\simeq A\left[1-\frac{2A}{\kappa(3-A)}\right].$$

The acceptors set the ceiling. More water pressure can then add few protons, because few vacancies remain.

For small $\kappa$, the term $4B/\kappa$ dominates the denominator and

$$h\simeq\frac12\sqrt{\kappa A(6-A)} .$$

This is your square-root law, since $A(6-A)/4=(A/2)(3-A/2)$ is the product of the dry vacancy and oxide-ion numbers. It holds when few vacancies have been filled. At 1200 K it gives 0.0134, still 7 % above the full solution.

Between the limits, take the logarithm of the equation for $\kappa$ and differentiate with respect to $\ln h$. At fixed temperature $d\ln\kappa=d\ln p$, so

$$s\equiv\left(\frac{\partial\ln h}{\partial\ln p}\right)_T=\frac1{2+\dfrac h{A-h}+\dfrac h{6-A-h}} .$$

At fixed pressure $d\ln\kappa/d(1/T)=-\Delta H/R$, which gives $d\ln h/d(1/T)=-s\,\Delta H/R$. The local slope of an Arrhenius plot of $h$ therefore corresponds to an apparent enthalpy $s\,\Delta H$, not $\Delta H$:

- At 600 K, $s=0.018$ and the apparent enthalpy is $-1.4$ kJ/mol.
- At 900 K, $s=0.376$ and it is $-30.1$ kJ/mol.
- At 1200 K, $s=0.466$ and it is $-37.3$ kJ/mol, approaching $\Delta H/2=-40$ kJ/mol.

**Temperature for a chosen degree of hydration**

Set $h=\theta A$ in the equation for $\kappa$ and cancel one factor of $A$:

$$\kappa_\theta=\frac{4A\theta^2}{(1-\theta)(6-A-\theta A)} .$$

Then $K=\kappa_\theta p_0/p$, and solving $\ln K=\Delta S/R-\Delta H/(RT)$ for $T$ gives

$$T_\theta=\frac{\Delta H}{\Delta S-R\ln(\kappa_\theta p_0/p)} .$$

For exothermic hydration the denominator must be negative for such a temperature to exist. At $\theta=1/2$, $\kappa_\theta=0.034188$ and $K=1.7094$, so

$$T_{1/2}=\frac{-80000}{-90.0-8.3145\ln1.7094}\ \mathrm K=847\ \mathrm K=574\ ^\circ\mathrm C .$$

The 90 % and 10 % points lie at 680 K and 1275 K. Half hydration does not occur at $K=1$, which would be at $\Delta H/\Delta S=889$ K, because it also depends on $A$ and $p$. Raising the water pressure to 0.2 bar, with everything else fixed, moves $T_{1/2}$ to 1062 K. At fixed $\Delta S$, $A$ and $p$, $T_{1/2}$ is proportional to $\Delta H$, so a 5 % error in the enthalpy shifts it by 42 K.

**How far to trust this for a real ceramic**

Your constants are round values in the rough range for this composition, and 0.02 bar is close to the saturation pressure of water at room temperature. Proton-conducting ceramic cells work at roughly 700 to 900 K, where the model says that hydration falls from 86 % to 39 %. Real samples depart from the assumptions in several ways. The estimates below use assumed parameters and show sizes, not predictions for a particular sample.

*Binding to Y.* Protons and vacancies are attracted to the negative acceptors. Suppose each is bound by 0.3 eV on the six oxygen sites around a Y, with no site shared between two Y. At low occupancy this multiplies both $h$ and $v$, at given chemical potentials, by the same factor $z>1$. Hence $h^2/(vo)\simeq\kappa z^2/z=\kappa z$, and equal binding favours hydration. If your constants described unbound defects, the full calculation with binding would give $h/A=0.87$ instead of 0.50 at 847 K. The direction of the shift depends on the two binding energies. A vacancy has twice the charge of a proton, and if it were bound by 0.6 eV, with the proton still at 0.3 eV, $h/A$ would fall to 0.28.

If the constants come from fitting water uptake with the random model, they already absorb most of this effect. To see how much is left, I chose new unbound constants so that the model with equal 0.3 eV binding matches the random model at its 90 % and 10 % points. They are $-54.7$ kJ/mol and $-81.0$ J/(mol K), and the largest remaining difference at the table temperatures is 0.0007 protons per formula unit. This agreement is for 10 % Y. With the same two sets of constants at 20 % Y, and still no shared sites, the models differ by up to about 0.02 protons per formula unit, so constants fitted at one doping need not hold at another. Y placed at random would share some oxygen sites. If the binding energies add on those sites, the difference at 20 % Y rises to about 0.05 for equal 0.3 eV binding and the same constants. The trend is not general. With the vacancy bound by 0.6 eV and the constants refitted at 10 % Y, sharing raises the remaining difference at 10 % Y from 0.001 to 0.004, but lowers the difference at 20 % Y from 0.02 to 0.01. Find out which kind of constants you have, particularly if they were computed for isolated defects.

*Y on Ba sites.* There Y is a donor of charge $+1$. If 5 % of the Y sits there, the net acceptor number is $0.10\times(0.95-0.05)=0.090$. Using this for $A$ lowers $h$ at 600 K from 0.098 to 0.089, about 10 %.

*Heat capacity.* If hydration raises the heat capacity by 20 J/(mol K), and your constants refer to 850 K, the largest change at the table temperatures is $+0.0008$ protons per formula unit, at 1200 K. That is 6 % of the value there.

*Holes.* In wet air, oxygen can also fill vacancies and create holes. Each vacancy filled takes up half an O$_2$ molecule and creates two holes. With an oxidation enthalpy of 120 kJ/mol and an entropy of $-50$ J/(mol K), both per mole of vacancies filled, and 0.2 bar of oxygen, and with the mass-action law written as $q^2o/v=K_{\rm ox}\,(p_{\rm O_2}/p_0)^{1/2}$ for $q$ holes per formula unit, there are $1\times10^{-5}$ holes per formula unit at 1200 K, and $h$ falls by 0.005 %. If the same constants refer to holes counted on oxide ions, with $q^2/(vo)$ on the left, the numbers become $3\times10^{-5}$ and 0.015 %. For these parameters, leaving holes out of the charge balance is justified. Their share of the current is a separate question, because it also depends on mobility.

*Slow uptake.* All the numbers in the table are equilibrium values. Take a water diffusivity of $10^{-6}$ cm$^2$/s at 800 K with an activation energy of 0.7 eV. The time scale $L^2/D$ for the half thickness $L=0.5$ mm of a dense pellet is then 0.7 h at 800 K, 20 h at 600 K and about 300 h at 500 K. A sample cooled quickly can keep fewer protons than the cold rows of the table suggest.

One of your approximations does little harm at this doping. If you keep $o=3$ but use $v=(A-h)/2$, the largest error in $h$ at the table temperatures is $+0.9$ %, relative to the full solution. What spoiled your estimate at 600 K was the fixed vacancy number.

## Numbers as computed

```
Inputs: A = 0.10 per f.u., p = 0.02 bar, cell = 0.42 nm
dH = -80.0 kJ/mol, dS = -90.0 J/(mol K), R = 8.3145 J/(mol K)
Worked point T = 900 K (dimensionless unless marked)
  dS/R = -10.8245, -dH/(RT) = 10.6909
  ln K = -0.1336, K = 0.87491, kappa = 0.017498
  A(6-A) = 0.5900, (3-A)^2 = 8.4100
  4A(6-A)/kappa = 134.871
  square root = 11.9700
  h = 0.03941, v = 0.03029, o = 2.93029 per f.u.
  back-check h^2/(v o) = 0.017498
  proton density = 5.320e+20 cm^-3
T (K) | K | h per f.u. | h/A | v per f.u. | protons (cm^-3)
500 | 4533 | 0.09992 | 0.9992 | 0.00004 | 1.349e+21
600 | 183.4 | 0.09819 | 0.9819 | 0.00091 | 1.325e+21
700 | 18.56 | 0.08622 | 0.8622 | 0.00689 | 1.164e+21
800 | 3.329 | 0.06132 | 0.6132 | 0.01934 | 8.276e+20
900 | 0.8749 | 0.03941 | 0.3941 | 0.03029 | 5.320e+20
1000 | 0.3004 | 0.02562 | 0.2562 | 0.03719 | 3.458e+20
1100 | 0.1253 | 0.01744 | 0.1744 | 0.04128 | 2.354e+20
1200 | 0.06042 | 0.01248 | 0.1248 | 0.04376 | 1.684e+20
T at h/A = 0.9: 679.9 K = 406.7 C
T at h/A = 0.5: 846.9 K = 573.8 C
T at h/A = 0.1: 1274.9 K = 1001.7 C
kappa at h/A = 0.5: 0.034188; K there: 1.7094
T at h/A = 0.5 for 0.2 bar: 1062.2 K
600 K: dln h/dln p = 0.0178, apparent dH = -1.42 kJ/mol
900 K: dln h/dln p = 0.3763, apparent dH = -30.11 kJ/mol
1200 K: dln h/dln p = 0.4663, apparent dH = -37.30 kJ/mol
Largest relative error, closed form vs solver: 2.9e-15
Lattice sum deviation, 20000 cells: 1.3e-04
Lattice sum deviation, 200000 cells: 1.3e-05
Setting o = 3: largest error in h +0.91 % at 1000 K
Holes: assumed dH 120 kJ/mol, dS -50 J/(mol K), O2 0.2 bar
  1200 K: holes 9.86e-06 per f.u., change in h -0.0052 %
Binding to Y: assumed 0.3 eV for proton and vacancy
  given constants, T = 846.9 K: h/A 0.869, not 0.5
  refit: dH -54.7 kJ/mol, dS -81.0 J/(mol K)
  largest table error after refit: 0.00071 per f.u.
Heat capacity: assumed 20 J/(mol K), reference 850 K
  largest change in h: +0.00076 per f.u. at 1200 K
Y on Ba: assumed 5 %, net A = 0.090 per f.u.
  h at 600 K = 0.08853 per f.u.
Diffusion: assumed 1e-06 cm2/s at 800 K, 0.7 eV, path 0.5 mm
  time: 0.69 h at 800 K, 20.5 h at 600 K, 307 h at 500 K
```
